# Square-root branch points and the sign patterns of perturbation series: verification in Python

```python
"""
Result under test: if the singularities of E(lam) = sum E_n lam^n nearest to
lam = 0 are square-root branch points lc = R exp(+-i theta), with
E = A + B sqrt(1 - lam/lc) near lc and B = |B| exp(i beta), then
    E_n ~ -(|B|/sqrt(pi)) n^(-3/2) R^(-n) cos(n theta - beta).
H(lam) = H0 + lam V; E_n comes from the Rayleigh-Schroedinger recursion.
Two-state model: H0 = diag(0, gap0), V = [[0, v], [v, -w]], energies in eV.
Three-state model: a general test with branch points from the discriminant.
"""
import numpy as np
import sympy as sp
from mpmath import mp, mpf
from scipy.constants import physical_constants
from scipy.optimize import minimize_scalar

mp.dps = 50
N_MAX = 400
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def perturbation_series(levels, coupling, n_max):
    """Energy coefficients for the first level, intermediate normalization."""
    dim = len(levels)
    h0 = [mpf(x) for x in levels]
    vmat = [[mpf(x) for x in row] for row in coupling]
    psi = [[mpf(1)] + [mpf(0)] * (dim - 1)]
    energy = [h0[0]]
    for n in range(1, n_max + 1):
        vpsi = [sum(vmat[k][j] * psi[n - 1][j] for j in range(dim))
                for k in range(dim)]
        energy.append(vpsi[0])
        new = [mpf(0)]
        for k in range(1, dim):
            folded = sum((energy[m] * psi[n - m][k] for m in range(1, n)),
                         mpf(0))
            new.append((folded - vpsi[k]) / (h0[k] - h0[0]))
        psi.append(new)
    return energy


def scale_by_radius(energy, radius):
    """E_n R^n as ordinary floats."""
    return np.array([float(e * mpf(radius) ** n)
                     for n, e in enumerate(energy)])


orders = np.arange(N_MAX + 1)

# Binomial coefficients of sqrt(1-z), built by exact recurrence
coef = 1.0
for n in range(1, 201):
    coef *= (n - 1.5) / n
leading = -200 ** -1.5 / (2 * np.sqrt(np.pi))
assert abs(coef / leading - 1 - 3 / (8 * 200)) < 2 / 200 ** 2
print(f"sqrt(1-z), n=200: coefficient/leading law = {coef / leading:.6f}")

# Two-state models
gap0 = 10.0
cases = {"monotone": (8.0, 0.5), "alternating": (-12.0, 0.5),
         "rippled": (6.0, 4.0)}
results = {}
print(f"two-state model: gap0 = {gap0:.1f} eV")
for name, (w, v) in cases.items():
    h0 = np.diag([0.0, gap0])
    vmat = np.array([[0.0, v], [v, -w]])
    radius = gap0 / np.sqrt(w * w + 4 * v * v)
    theta = np.arctan2(2 * v, w)
    branch = radius * np.exp(1j * theta)

    # the two eigenvalues must merge at the predicted complex coupling
    merged = np.linalg.eigvals(h0 + branch * vmat)
    assert abs(merged[0] - merged[1]) < 1e-5

    # avoided crossing on the real axis, found by direct minimization
    def real_gap(lam):
        return np.ptp(np.linalg.eigvalsh(h0 + lam * vmat))
    found = minimize_scalar(real_gap, bounds=(-2, 2), method="bounded",
                            options={"xatol": 1e-9})
    assert abs(found.x - branch.real) < 1e-5
    assert abs(found.fun - gap0 * np.sin(theta)) < 1e-7

    energy = perturbation_series([0.0, gap0], vmat.tolist(), N_MAX)
    scaled = scale_by_radius(energy, radius)

    # asymptotic law, leading and with its first correction
    amplitude = gap0 / 2 * np.sqrt(2 * np.sin(theta) / np.pi)
    n = orders[1:].astype(float)
    chi = (n - 0.5) * theta + np.pi / 4
    cot = 1 / np.tan(theta)
    law = np.concatenate([[0], amplitude * n ** -1.5 * np.cos(chi)])
    shape = np.cos(chi) * (1 + 0.75 / n) - 0.375 * cot * np.sin(chi) / n
    tail = slice(200, None)
    envelope = amplitude * orders[tail] ** -1.5
    err_leading = np.abs(scaled[tail] - law[tail]) / envelope
    err_corrected = np.abs(scaled[tail] / envelope - shape[199:])
    assert np.all(err_leading < 1.2 * (0.75 + 0.375 * abs(cot)) / orders[tail])
    assert np.all(err_corrected < 3 / (orders[tail] * np.sin(theta)) ** 2)

    # sign runs, after removal of (-1)^n in the alternating case
    flip = (-1.0) ** orders if w < 0 else np.ones(N_MAX + 1)
    rate = np.pi - theta if w < 0 else theta
    pattern = scaled * flip
    changes = [k for k in range(3, N_MAX + 1)
               if pattern[k] * pattern[k - 1] < 0]
    mean_run = (changes[-1] - changes[0]) / (len(changes) - 1)
    assert abs(mean_run - np.pi / rate) < 0.5

    exact = np.linalg.eigvalsh(h0 + vmat)[0]
    partial = np.cumsum([float(e) for e in energy])
    results[name] = dict(scaled=scaled, theta=theta, radius=radius,
                         exact=exact, error=np.abs(partial - exact),
                         amplitude=amplitude)
    signs = "".join("+" if x > 0 else "-" for x in scaled[2:18])
    print(f"{name}: w = {w:.1f} eV, v = {v:.1f} eV")
    print(f"  R = {radius:.4f}, theta = {np.degrees(theta):.3f} deg")
    print(f"  smallest gap {found.fun:.4f} eV at lambda = {found.x:.4f}")
    print(f"  signs of E_n, n=2..17: {signs}")
    print(f"  first pattern change at n = {changes[0]}")
    print(f"  mean run {mean_run:.2f}, pi/rate {np.pi / rate:.2f} orders")
    for k in (4, 20, 100):
        print(f"  n={k}: E_n R^n = {scaled[k]:.6f}, law {law[k]:.6f} eV")
    print(f"  worst leading-law error/envelope, n>=200: "
          f"{err_leading.max():.4f}")

# Low orders for a nearly real pair: geometric, pole-like behaviour
mono = results["monotone"]
delta = 1 - np.cos(mono["theta"])
plateau = -gap0 / 2 * delta
for k in range(2, 11):
    ratio = mono["scaled"][k] / plateau
    assert abs(ratio - 1 + delta * k * (k - 1) / 4) < (delta * k * k / 4) ** 2
print(f"monotone: low-order plateau of E_n R^n = {plateau:.6f} eV")
print(f"  computed n=2: {mono['scaled'][2]:.6f}, "
      f"n=10: {mono['scaled'][10]:.6f} eV")

# Convergence at the physical coupling lambda = 1
alt = results["alternating"]
rip = results["rippled"]
assert mono["error"][100] < 1e-8
assert alt["radius"] < 1 and alt["error"][60] > 10 * alt["error"][20]
window = np.arange(200, N_MAX + 1)
seen = np.max(rip["error"][window] * window ** 1.5)
expected = rip["amplitude"] / (2 * np.sin(rip["theta"] / 2))
assert abs(rip["radius"] - 1) < 1e-14
assert abs(seen / expected - 1) < 0.03
w_alt, v_alt = cases["alternating"]
physical_gap = np.ptp(np.linalg.eigvalsh(
    np.array([[0.0, v_alt], [v_alt, gap0 - w_alt]])))
print(f"alternating: gap at lambda=1 is {physical_gap:.4f} eV")
for name, res in results.items():
    print(f"{name}: exact E(1) = {res['exact']:.6f} eV")
    print(f"  |partial sum - exact|, N=10: {res['error'][10]:.3e}, "
          f"N=60: {res['error'][60]:.3e} eV")
print(f"rippled: E(1) = {rip['exact'] / HARTREE_EV:.6f} hartree")
print(f"rippled: error*N^1.5 max {seen:.4f}, formula {expected:.4f} eV")

# Three-state model: general theorem with local data at the branch point
levels = [0, 10, 18]
coupling = [[0, 3, 1], [3, -4, 2], [1, 2, 5]]
e_sym, lam_sym = sp.symbols("E lam")
charpoly = sp.expand((sp.diag(*levels) + lam_sym * sp.Matrix(coupling)
                      - e_sym * sp.eye(3)).det())
disc = sp.Poly(sp.discriminant(charpoly, e_sym), lam_sym)
roots = [complex(r) for r in disc.nroots(n=25, maxsteps=300)]
upper = sorted([r for r in roots if r.imag > 1e-6], key=abs)
assert 2 * len(upper) == disc.degree() == 6   # none on the real axis
h0 = np.diag(np.array(levels, dtype=float))
vmat = np.array(coupling, dtype=float)
print("three-state model: H0 levels (eV)", levels)
print("  V rows (eV)", coupling)
active = []
for point in upper:
    # follow the ground state along the ray, lam = (1 - s^2) * point
    s_values = np.geomspace(1.0, 1e-3, 1500)
    lam_values = (1 - s_values ** 2) * point
    spectra = np.linalg.eigvals(h0 + lam_values[:, None, None] * vmat)
    tracked = 0.0 + 0.0j
    for spectrum in spectra:
        tracked = spectrum[np.argmin(np.abs(spectrum - tracked))]
    ev = np.linalg.eigvals(h0 + point * vmat)
    i, j = min([(0, 1), (0, 2), (1, 2)], key=lambda q: abs(ev[q[0]] - ev[q[1]]))
    e_merge = (ev[i] + ev[j]) / 2
    on_sheet = abs(tracked - e_merge) < 0.1
    if on_sheet:
        active.append((point, e_merge, (tracked - e_merge) / s_values[-1]))
    print(f"  |lc| = {abs(point):.4f}, angle {np.degrees(np.angle(point)):.2f}"
          f" deg, ground state: {'yes' if on_sheet else 'no'}")
lc, e_merge, b_tracked = active[0]
assert abs(upper[0]) < abs(lc)   # a nearer point joins excited states only

p_lam = sp.lambdify((e_sym, lam_sym), sp.diff(charpoly, lam_sym))
p_ee = sp.lambdify((e_sym, lam_sym), sp.diff(charpoly, e_sym, 2))
b_local = np.sqrt(2 * lc * p_lam(e_merge, lc) / p_ee(e_merge, lc) + 0j)
if abs(b_local - b_tracked) > abs(b_local + b_tracked):
    b_local = -b_local
assert abs(b_local - b_tracked) < 0.02 * abs(b_local)

energy = perturbation_series(levels, coupling, N_MAX)
summed = float(sum(e * mpf("0.5") ** n for n, e in enumerate(energy)))
assert abs(summed - np.linalg.eigvalsh(h0 + 0.5 * vmat)[0]) < 1e-11
scaled = scale_by_radius(energy, abs(lc))


def relative_error(first, last):
    """Largest deviation from the law, in units of its envelope."""
    k = np.arange(first, last + 1)
    env = abs(b_local) / np.sqrt(np.pi) * k ** -1.5
    law = -env * np.cos(k * np.angle(lc) - np.angle(b_local))
    return np.max(np.abs(scaled[k] - law) / env)


err_early, err_late = relative_error(150, 200), relative_error(300, 400)
assert err_late < 5 / 300
assert 0.4 < err_late / err_early < 0.6      # error falls as 1/n
print(f"  |B| = {abs(b_local):.4f} eV, "
      f"beta = {np.degrees(np.angle(b_local)):.2f} deg")
print(f"  error/envelope: n=150..200 {err_early:.5f}, "
      f"n=300..400 {err_late:.5f}")

print("checks complete")
```

Output:

```
sqrt(1-z), n=200: coefficient/leading law = 1.001880
two-state model: gap0 = 10.0 eV
monotone: w = 8.0 eV, v = 0.5 eV
  R = 1.2403, theta = 7.125 deg
  smallest gap 1.2403 eV at lambda = 1.2308
  signs of E_n, n=2..17: ----------------
  first pattern change at n = 32
  mean run 25.29, pi/rate 25.26 orders
  n=4: E_n R^n = -0.037722, law 0.060248 eV
  n=20: E_n R^n = -0.016403, law -0.015671 eV
  n=100: E_n R^n = 0.001152, law 0.001166 eV
  worst leading-law error/envelope, n>=200: 0.0148
alternating: w = -12.0 eV, v = 0.5 eV
  R = 0.8305, theta = 175.236 deg
  smallest gap 0.8305 eV at lambda = -0.8276
  signs of E_n, n=2..17: -+-+-+-+-+-+-+-+
  first pattern change at n = 47
  mean run 37.89, pi/rate 37.79 orders
  n=4: E_n R^n = -0.017093, law 0.068190 eV
  n=20: E_n R^n = -0.012188, law -0.009536 eV
  n=100: E_n R^n = -0.001102, law -0.001073 eV
  worst leading-law error/envelope, n>=200: 0.0229
rippled: w = 6.0 eV, v = 4.0 eV
  R = 1.0000, theta = 53.130 deg
  smallest gap 8.0000 eV at lambda = 0.6000
  signs of E_n, n=2..17: ---++++---+++---
  first pattern change at n = 5
  mean run 3.39, pi/rate 3.39 orders
  n=4: E_n R^n = -0.320000, law -0.280966 eV
  n=20: E_n R^n = 0.041462, law 0.039888 eV
  n=100: E_n R^n = 0.001324, law 0.001305 eV
  worst leading-law error/envelope, n>=200: 0.0039
monotone: low-order plateau of E_n R^n = -0.038611 eV
  computed n=2: -0.038462, n=10: -0.032272 eV
alternating: gap at lambda=1 is 22.0227 eV
monotone: exact E(1) = -0.118034 eV
  |partial sum - exact|, N=10: 1.184e-02, N=60: 1.963e-08 eV
alternating: exact E(1) = -0.011358 eV
  |partial sum - exact|, N=10: 5.547e-02, N=60: 8.562e+01 eV
rippled: exact E(1) = -2.472136 eV
  |partial sum - exact|, N=10: 6.123e-02, N=60: 1.247e-03 eV
rippled: E(1) = -0.090849 hartree
rippled: error*N^1.5 max 3.9892, formula 3.9894 eV
three-state model: H0 levels (eV) [0, 10, 18]
  V rows (eV) [[0, 3, 1], [3, -4, 2], [1, 2, 5]]
  |lc| = 0.8038, angle 159.35 deg, ground state: no
  |lc| = 1.4390, angle 54.46 deg, ground state: yes
  |lc| = 3.1772, angle 140.43 deg, ground state: yes
  |B| = 6.3523 eV, beta = 161.66 deg
  error/envelope: n=150..200 0.00500, n=300..400 0.00262
checks complete
```
